# Choosing the width of phonon wave packets for interface transmission: a numerical check

```python
"""Gaussian phonon packets at an abrupt interface between two crystals.

Result under test: a packet whose energy density has standard deviation sigma
measures T(q0) + C/(8 sigma^2), with C = T'' + 4 T' v1/omega, and in a cell of
N planes the error budget |C|/(8 sigma^2) + erfc(z/sqrt 2) is least at
sigma = N/(2 g z), z = sqrt(W(X^2)), X = sqrt(2/pi) N^2/(|C| g^2), g = 1+v2/v1.
T: energy transmission; q: incident wavevector (rad per plane); omega: angular
frequency; v1, v2: group velocities left and right; W: Lambert function;
z: half length of the left lead divided by sigma.
Lattice units: spring = left mass = plane spacing = 1.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, lambertw

# Rough typical inputs for a silicon/germanium-like (100) interface
MASS_SI, MASS_GE = 28.09, 72.63      # atomic mass units
SPACING = 0.5431 / 4                 # nm, between (100) planes of silicon
SPACING_GE = 0.5658 / 4              # nm
F_TOP = 15.5                         # THz, top of the unfolded silicon branch
F_TOP_GE_ROUGH = 9.1                 # THz, rough real germanium value
SOUND_ROUGH = 8.4                    # km/s, rough real silicon value
LIFETIME_ROUGH = 10.0                # ps, rough phonon lifetime at 300 K
GRUNEISEN = 1.0                      # rough
F0 = 8.0                             # THz, mode to be measured
N_CELL = 400                         # planes
MU = MASS_GE / MASS_SI
TIME_UNIT = 1 / (np.pi * F_TOP)      # ps


def wavevector(freq):
    return 2 * np.arcsin(freq / F_TOP)


def transmission(q):
    """Closed formula; vanishes above the cutoff of the heavy crystal."""
    q_right = 2 * np.arcsin(np.minimum(np.sqrt(MU) * np.sin(q / 2), 1.0))
    return np.sin(q) * np.sin(q_right) / np.sin((q + q_right) / 2) ** 2


def recursion_transmission(freq, k_right=1.0, k_interface=1.0):
    """Carry an outgoing right wave leftwards by the equations of motion."""
    w = 2 * freq / F_TOP
    q_left = 2 * np.arcsin(w / 2)
    q_right = 2 * np.arcsin(w / 2 * np.sqrt(MU / k_right))
    u0, u1 = 1.0 + 0j, np.exp(1j * q_right)
    um1 = u0 - (MU * w**2 * u0 + k_right * (u1 - u0)) / k_interface
    um2 = um1 - w**2 * um1 - k_interface * (u0 - um1)
    waves = np.array([[np.exp(-1j * q_left), np.exp(1j * q_left)],
                      [np.exp(-2j * q_left), np.exp(2j * q_left)]])
    incident, reflected = np.linalg.solve(waves, [um1, um2])
    t = k_right * np.sin(q_right) / (np.sin(q_left) * abs(incident) ** 2)
    return t, abs(reflected / incident) ** 2


def bias_coefficient(q, h=1e-3):
    tm, t0, tp = transmission(np.array([q - h, q, q + h]))
    return (tp - 2*t0 + tm) / h**2 + 4*(tp - tm)/(2*h) * 0.5/np.tan(q/2)


def spectral_average(q0, sigma):
    q = np.linspace(max(1e-4, q0 - 5 / sigma), min(np.pi - 1e-4, q0 + 5 / sigma), 40001)
    weight = np.sin(q / 2) ** 2 * np.exp(-2 * sigma**2 * (q - q0) ** 2)
    return np.sum(weight * transmission(q)) / np.sum(weight)


def branch(q, kappa=0.0, mass=1.0):
    """Frequency with second-neighbour spring kappa."""
    return np.sqrt(4 * (np.sin(q/2)**2 + kappa * np.sin(q)**2) / mass)


def launch(q0, sigma, count, kappa=0.0, one_frequency=False):
    """Packet centred on `count` planes, clipped to them."""
    size = 8192
    center = (count - 1) / 2
    start = size // 2 - int(center)
    x = np.arange(size) - start - center
    u = np.exp(-x**2 / (4 * sigma**2) + 1j * q0 * x)
    if one_frequency:
        v = -1j * branch(q0, kappa) * u
    else:
        q = 2 * np.pi * np.fft.fftfreq(size)
        v = np.fft.ifft(-1j * branch(q, kappa) * np.fft.fft(u))
    return u.real[start:start + count], v.real[start:start + count]


@lru_cache(maxsize=None)
def normal_modes(left, right, mass_ratio, kappa):
    n = left + right
    mass = np.r_[np.ones(left), np.full(right, mass_ratio)]
    phi = (2 + 2*kappa)*np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    phi -= kappa * (np.eye(n, k=2) + np.eye(n, k=-2))
    dyn = phi / np.sqrt(np.outer(mass, mass))
    w2, modes = eigh(dyn)
    return np.sqrt(w2), modes, dyn


def evolve(left, right, u, v, time, mass_ratio=MU, kappa=0.0):
    """Exact harmonic motion; u, v fill the left lead; returns plane energies."""
    w, modes, dyn = normal_modes(left, right, mass_ratio, kappa)
    a = modes[:left].T @ u
    b = modes[:left].T @ v
    y = modes @ (a * np.cos(w*time) + b * np.sin(w*time) / w)
    ydot = modes @ (b * np.cos(w*time) - a * w * np.sin(w*time))
    return 0.5 * (ydot**2 + y * (dyn @ y))


def verlet_transmission(left, right, u, v, time, amplitude, gamma):
    """Velocity Verlet with spring force s - gamma s^2, s in plane spacings."""
    n = left + right
    mass = np.r_[np.ones(left), np.full(right, MU)]
    pos, vel = np.zeros(n + 2), np.zeros(n)
    pos[1:left + 1], vel[:left] = amplitude * u, amplitude * v
    steps = int(np.ceil(time / 0.05))
    dt = time / steps

    def acceleration():
        s = pos[1:] - pos[:-1]
        f = s - gamma * s * s
        return (f[1:] - f[:-1]) / mass
    acc = acceleration()
    for _ in range(steps):
        vel += 0.5 * dt * acc
        pos[1:-1] += dt * vel
        acc = acceleration()
        vel += 0.5 * dt * acc
    s = pos[1:] - pos[:-1]
    pot = s**2 / 2 - gamma * s**3 / 3
    kin = mass * vel**2 / 2
    e_right = kin[left:].sum() + pot[left + 1:].sum() + pot[left] / 2
    return e_right / (kin.sum() + pot.sum())


# Mode properties and closed transmission formula
q0 = wavevector(F0)
omega0 = 2 * np.sin(q0 / 2)
q0_right = 2 * np.arcsin(np.sqrt(MU) * omega0 / 2)
v1, v2 = np.cos(q0 / 2), np.cos(q0_right / 2) / np.sqrt(MU)
T0 = float(transmission(q0))
for f in (1.0, 4.0, F0, 9.3):
    t_rec, r_rec = recursion_transmission(f)
    assert abs(t_rec - transmission(wavevector(f))) < 1e-10
    assert abs(t_rec + r_rec - 1) < 1e-10
C0 = bias_coefficient(q0)
g = 1 + v2 / v1
f_cut = F_TOP / np.sqrt(MU)
speed = SPACING / TIME_UNIT          # km/s per lattice unit of velocity

print(f"Spring per atom {MASS_SI*const.atomic_mass*(np.pi*F_TOP*1e12)**2:.1f} N/m; plane spacing {SPACING:.4f} nm")
print(f"Inputs: masses {MASS_SI}, {MASS_GE} u; silicon branch top {F_TOP} THz")
print(f"Model germanium cutoff {f_cut:.3f} THz; mode frequency {F0} THz")
print(f"Wavevectors left, right: {q0:.4f}, {q0_right:.4f} rad/plane")
print(f"Group velocities left, right: {v1*speed:.3f}, {v2*speed:.3f} km/s; ratio v2/v1 {v2/v1:.4f}")
print(f"Mode transmission T(q0) {T0:.5f}; bias coefficient C {C0:.3f}")

# Width needed for a bias of 0.001, and the leading-order bias law
for f in (4.0, F0, 9.3):
    q = wavevector(f)
    c = bias_coefficient(q)
    width = np.sqrt(abs(c) / 8e-3)
    actual = spectral_average(q, width) - transmission(q)
    assert abs(actual / (c / (8 * width**2)) - 1) < 0.05
    print(f"At {f} THz: T {transmission(q):.4f}, C {c:.2f}, sigma for bias 0.001 {width:.1f} planes, averaged bias {actual:.6f}")

# Backward wave from a single-frequency initial velocity, uniform crystal
narrow = 8.0
fractions = []
for single in (True, False):
    u, v = launch(q0, narrow, 300, one_frequency=single)
    energy = evolve(300, 1, u, v, 100.0, mass_ratio=1.0)
    fractions.append(energy[:150].sum() / energy.sum())
backward_formula = (v1 / (4 * narrow * omega0)) ** 2
assert abs(fractions[0] / backward_formula - 1) < 0.1
assert abs(fractions[1]) < 1e-6
print(f"Backward energy, sigma {narrow:.0f} planes: single-frequency start {fractions[0]:.3e}, formula {backward_formula:.3e}, one-way start {abs(fractions[1]):.1e}")


# Best width at fixed cell length
def best_z(n):
    x = np.sqrt(2 / np.pi) * n**2 / (abs(C0) * g**2)
    return np.sqrt(lambertw(x**2).real)


def budget(sigma, n):
    return abs(C0) / (8*sigma**2) + erfc(n / (2*g*sigma) / np.sqrt(2))


z_best = best_z(N_CELL)
sigma_best = N_CELL / (2 * g * z_best)
search = minimize_scalar(lambda s: budget(s, N_CELL), bounds=(10, 80),
                         method="bounded", options={"xatol": 1e-7})
assert abs(search.x / sigma_best - 1) < 1e-4
left = round(N_CELL / g)
right = N_CELL - left
run_time = left / v1
print(f"Cell {N_CELL} planes = {N_CELL*SPACING:.2f} nm; left {left}, right {right} planes; run time {run_time*TIME_UNIT:.3f} ps")
print(f"Best z {z_best:.3f}; best sigma {sigma_best:.2f} planes = {sigma_best*SPACING:.3f} nm; budget {budget(sigma_best, N_CELL):.2e}")
print(f"Its wavevector spread {1/(2*sigma_best):.5f} rad/plane; frequency spread {v1/(2*sigma_best)*F_TOP/2:.4f} THz")

# Real packets in the fixed cell
errors = {}
print("Width scan: sigma (planes), z, measured T, T error, spectral-average error, clipped energy")
for name, sigma in (("quarter", sigma_best/4), ("half", sigma_best/2),
                    ("best", sigma_best), ("double", 2*sigma_best),
                    ("clipped", left/2)):
    u, v = launch(q0, sigma, left)
    energy = evolve(left, right, u, v, run_time)
    measured = energy[left:].sum() / energy.sum()
    average = spectral_average(q0, sigma)
    z = left / (2 * sigma)
    clipped = erfc(z / np.sqrt(2))
    # 3e-4 allows for finite run time and dispersion of the packet edges
    assert abs(measured - average) < clipped + 3e-4
    errors[name] = abs(measured - T0)
    print(f"  {sigma:.2f}  {z:.2f}  {measured:.5f}  {measured-T0:+.5f}  {average-T0:+.5f}  {clipped:.1e}")
    if name == "best":
        T_best = measured
        part = energy[left:]
        pos = np.arange(right)
        mean = np.sum(pos * part) / part.sum()
        width_out = np.sqrt(np.sum((pos - mean)**2 * part) / part.sum())
assert errors["best"] < errors["half"] < errors["quarter"]
assert errors["clipped"] > errors["best"]
assert abs(width_out / (sigma_best * v2 / v1) - 1) < 0.03
print(f"Transmitted width: measured {width_out:.2f} planes, sigma*v2/v1 {sigma_best*v2/v1:.2f} planes")

u_best, v_best = launch(q0, sigma_best, left)
energy = evolve(left, right // 2, u_best, v_best, run_time)
T_half = energy[left:].sum() / energy.sum()
assert abs(T_half - T_best) < 3e-4
print(f"Half-length right lead ({right//2} planes): measured T {T_half:.5f}")

# Cell needed for a requested budget
for eps in (1e-2, 1e-3, 1e-4):
    need = brentq(lambda n: budget(n / (2*g*best_z(n)), n) - eps, 30, 1e5)
    s_need = need / (2 * g * best_z(need))
    print(f"Budget {eps:.0e}: cell {need:.0f} planes = {need*SPACING:.1f} nm, sigma {s_need:.1f} planes, z {best_z(need):.2f}")
    if eps == 1e-3:
        nl = round(need / g)
        u, v = launch(q0, s_need, nl)
        energy = evolve(nl, round(need) - nl, u, v, nl / v1)
        err = energy[nl:].sum() / energy.sum() - T0
        assert abs(err) < 1.1 * eps      # the budget is a leading-order rule
        print(f"  packet run in that cell: T error {err:+.6f}")

# Neglected effects for the same mode
kappa = ((SOUND_ROUGH / speed) ** 2 - 1) / 4
qa = brentq(lambda q: branch(q, kappa) - omega0, 1e-3, np.pi - 1e-3)
qb = brentq(lambda q: branch(q, kappa, MU) - omega0, 1e-3, np.pi - 1e-3)
va = (branch(qa + 1e-5, kappa) - branch(qa - 1e-5, kappa)) / 2e-5
vb = (branch(qb + 1e-5, kappa, MU) - branch(qb - 1e-5, kappa, MU)) / 2e-5
u, v = launch(qa, 40.0, 360, kappa)
energy = evolve(360, int(np.ceil(360 * vb / va)), u, v, 360 / va, kappa=kappa)
T_second = energy[360:].sum() / energy.sum()
print(f"Second-neighbour spring ratio {kappa:.3f} (rough sound speed {SOUND_ROUGH} km/s, model {speed:.2f} km/s): T {T_second:.4f}")

k_soft = (F_TOP_GE_ROUGH / f_cut) ** 2
T_soft, R_soft = recursion_transmission(F0, k_soft, (1 + k_soft) / 2)
assert abs(T_soft + R_soft - 1) < 1e-10
print(f"Germanium springs scaled by {k_soft:.3f} (rough top {F_TOP_GE_ROUGH} THz): T {T_soft:.4f}")

T_verlet = verlet_transmission(left, right, u_best, v_best, run_time, 1e-3, 0.0)
assert abs(T_verlet - T_best) < 3e-4
print(f"Harmonic velocity Verlet, step {0.05*TIME_UNIT*1000:.2f} fs: T {T_verlet:.5f}")
for pm in (1.0, 10.0):
    T_an = verlet_transmission(left, right, u_best, v_best, run_time,
                               pm * 1e-3 / SPACING, GRUNEISEN)
    if pm == 1.0:
        assert abs(T_an - T_verlet) < 1e-3
    print(f"Cubic anharmonicity (rough Grueneisen {GRUNEISEN}), amplitude {pm:.0f} pm: T change {T_an-T_verlet:+.2e}")

scattered = 1 - np.exp(-run_time * TIME_UNIT / LIFETIME_ROUGH)
print(f"Scattered during run at 300 K (rough lifetime {LIFETIME_ROUGH:.0f} ps): fraction {scattered:.2f}")
x = const.h * F0 * 1e12 / (const.k * 300)
print(f"Phonon energy {const.h*F0*1e12/const.e*1000:.2f} meV; heat-capacity weight at 300 K {x**2*np.exp(x)/np.expm1(x)**2:.3f} of classical")
print(f"Plane-spacing mismatch {100*(SPACING_GE/SPACING-1):.1f} %")
print("verified")
```

Running it gives:

```
Spring per atom 110.6 N/m; plane spacing 0.1358 nm
Inputs: masses 28.09, 72.63 u; silicon branch top 15.5 THz
Model germanium cutoff 9.639 THz; mode frequency 8.0 THz
Wavevectors left, right: 1.0847, 1.9580 rad/plane
Group velocities left, right: 5.663, 2.294 km/s; ratio v2/v1 0.4051
Mode transmission T(q0) 0.82071; bias coefficient C -4.780
At 4.0 THz: T 0.9317, C -0.66, sigma for bias 0.001 9.1 planes, averaged bias -0.001011
At 8.0 THz: T 0.8207, C -4.78, sigma for bias 0.001 24.4 planes, averaged bias -0.001010
At 9.3 THz: T 0.5637, C -62.87, sigma for bias 0.001 88.6 planes, averaged bias -0.001011
Backward energy, sigma 8 planes: single-frequency start 6.713e-04, formula 6.723e-04, one-way start 1.5e-26
Cell 400 planes = 54.31 nm; left 285, right 115 planes; run time 6.833 ps
Best z 4.030; best sigma 35.32 planes = 4.796 nm; budget 5.35e-04
Its wavevector spread 0.01415 rad/plane; frequency spread 0.0940 THz
Width scan: sigma (planes), z, measured T, T error, spectral-average error, clipped energy
  8.83  16.14  0.81236  -0.00835  -0.00835  1.4e-58
  17.66  8.07  0.81876  -0.00195  -0.00195  7.1e-16
  35.32  4.03  0.82021  -0.00049  -0.00048  5.5e-05
  70.65  2.02  0.81779  -0.00292  -0.00012  4.4e-02
  142.50  1.00  0.81194  -0.00876  -0.00003  3.2e-01
Transmitted width: measured 14.41 planes, sigma*v2/v1 14.31 planes
Half-length right lead (57 planes): measured T 0.82025
Budget 1e-02: cell 75 planes = 10.2 nm, sigma 8.4 planes, z 3.16
Budget 1e-03: cell 282 planes = 38.2 nm, sigma 25.9 planes, z 3.86
  packet run in that cell: T error -0.000929
Budget 1e-04: cell 1011 planes = 137.3 nm, sigma 81.0 planes, z 4.44
Second-neighbour spring ratio 0.154 (rough sound speed 8.4 km/s, model 6.61 km/s): T 0.8417
Germanium springs scaled by 0.891 (rough top 9.1 THz): T 0.7851
Harmonic velocity Verlet, step 1.03 fs: T 0.82021
Cubic anharmonicity (rough Grueneisen 1.0), amplitude 1 pm: T change -7.01e-05
Cubic anharmonicity (rough Grueneisen 1.0), amplitude 10 pm: T change -6.89e-03
Scattered during run at 300 K (rough lifetime 10 ps): fraction 0.50
Phonon energy 33.09 meV; heat-capacity weight at 300 K 0.874 of classical
Plane-spacing mismatch 4.2 %
verified
```
